# The Velocity-Gradient Term in the Dirac Hamiltonian of Strained Graphene, part 2

In unevenly strained graphene the electron velocity depends on position. A wave packet entering a slower region shortens, and it loses probability unless the Dirac equation contains a term with the gradient of the velocity.

One valley is described by \(\psi=(\psi_A,\psi_B)\), the slowly varying amplitudes on the two sublattices. Repeated indices are summed over \(x,y\), \(\partial_j=\partial/\partial r_j\), \(p_j=-i\hbar\partial_j\), and \(\sigma_i\) are the Pauli matrices. Material coordinates \(\mathbf r\) label atoms by their unstrained positions, and the flat measure is the inner product \(\int d^2r\,\phi^\dagger\psi\) without a weight. The naive operator \(-i\hbar v_{ij}\sigma_i\partial_j\), with real \(v_{ij}\), becomes Hermitian in this measure when a derivative-free matrix \(M\) is added, with

\[
M=-\frac{i\hbar}{2}(\partial_jv_{ij})\,\sigma_i+W,\qquad W=W^\dagger .
\tag{3}
\]

With a positive weight \(\rho(\mathbf r)\) in the inner product, the naive operator is itself Hermitian if \(\partial_j(\rho v_{ij})=0\). For a diagonal velocity that depends on \(x\) alone such a weight exists, and the naive energies are right although the densities are wrong.

On the lattice, an \(A\) atom has \(B\) neighbours at \(\boldsymbol\delta_1=a(0,1)\) and \(\boldsymbol\delta_{2,3}=a(\pm\tfrac{\sqrt3}{2},-\tfrac12)\). The hoppings \(t_n\), equal to \(t\) without strain, are taken at bond midpoints, and the valley vector is \(\mathbf K=(4\pi/(3\sqrt3a),0)\):

\[
H_{AB}\psi_B(\mathbf r)=-\sum_n e^{i\mathbf K\cdot\boldsymbol\delta_n}\,
t_n(\mathbf r+\tfrac12\boldsymbol\delta_n)\,\psi_B(\mathbf r+\boldsymbol\delta_n).
\tag{7}
\]

For uniform strain and a plane wave \(e^{i\mathbf q\cdot\mathbf r}\), (7) becomes the number \(h=-\sum_nt_n e^{i(\mathbf K+\mathbf q)\cdot\boldsymbol\delta_n}\). It vanishes at the local Dirac point \(\mathbf q=\mathbf q_D\), where \(w_j=\partial h/\partial q_j\) gives the velocity. Expanding (7) about this point yields the gradient term of (3).

Two earlier tests appear in the numerical output. The adjoint mismatch is \(|\langle\phi,H\psi\rangle-\langle H\phi,\psi\rangle|\) for random smooth periodic functions, with \(\hbar=1\); "half gradient" is the coefficient in (3). The 2D lattice residual is the difference between (7) and the continuum form, divided by \(a\), with lengths in units of the scale of the strain pattern.

## Covariance, complex energies and a strain superlattice

The symbols carried over are these. The velocity tensor \(v_{ij}(\mathbf r)\) multiplies \(\sigma_ip_j\); \(w_j=\hbar(v_{xj}-iv_{yj})\) is its complex form; \(\mathbf q_D\) is the strain-induced shift of the Dirac point from \(\mathbf K\); \(a\) is the unstrained bond length and \(t_n\) are the hoppings. In material coordinates and the flat measure, nearest-neighbour graphene gives

\[
H=\tfrac12\sigma_i\{v_{ij},p_j\}-\hbar v_{ij}q_{Dj}\sigma_i ,
\tag{11}
\]

whose first part contains the gradient term \(-\tfrac{i\hbar}{2}(\partial_jv_{ij})\sigma_i\). The naive operator lacks that term.

The form (11) does not depend on how the phases of the two sublattices are chosen, and the naive form does. Let \(\psi'=U\psi\) with \(U=\mathrm{diag}(e^{i\alpha},e^{-i\alpha})\), where \(\alpha(\mathbf r)\) is real. Then \(H'_{AB}=e^{i\alpha}H_{AB}e^{i\alpha}\), and the derivative part of (11) becomes

\[
\begin{aligned}
e^{i\alpha}(-i)\left[w_j\partial_j+\tfrac12(\partial_jw_j)\right]e^{i\alpha}
&=-i\left[e^{2i\alpha}w_j\partial_j+ie^{2i\alpha}w_j\partial_j\alpha+\tfrac12e^{2i\alpha}\partial_jw_j\right]\\
&=-i\left[w'_j\partial_j+\tfrac12(\partial_jw'_j)\right],\qquad w'_j=e^{2i\alpha}w_j .
\end{aligned}
\tag{12}
\]

The middle term of the first line is the part of \(\tfrac12\partial_jw'_j\) that comes from differentiating the phase. The naive operator has no place for it. Two observers whose sublattice phases differ by an \(\alpha\) that varies in space, and who both write the naive form, therefore in general describe different physics. A constant \(\alpha\) makes no difference.

A change to laboratory coordinates works in a similar way. Let the atom with material coordinate \(\mathbf r\) sit at \(\mathbf X(\mathbf r)\), and let \(J=\det(\partial X_j/\partial r_k)>0\). Probability is preserved by \(\phi=\psi/\sqrt J\), since \(d^2X=J\,d^2r\). By the chain rule \(\partial_k=(\partial_kX_j)\,\partial/\partial X_j\), so the derivative part of the Hamiltonian acting on \(\phi\) has the velocity

\[
v^{\rm lab}_{ij}=v_{ik}\,\partial_kX_j .
\tag{13}
\]

What remains without derivatives, apart from the Hermitian pseudovector term, is \(-i\hbar g_i\sigma_i\) with the real functions \(g_i=\tfrac12v_{ik}\partial_k\ln J+\tfrac12\partial_kv_{ik}\). The transformation is unitary, so the new Hamiltonian is Hermitian in the flat laboratory measure. The uniqueness shown in (3) then forces \(g_i=\tfrac12\,\partial v^{\rm lab}_{ij}/\partial X_j\). Equation (11) keeps its form with laboratory velocities. In a test on one two-dimensional deformation, symbolic differentiation followed by evaluation at one point confirmed the identity to working precision. Omission of the laboratory gradient term left a discrepancy of 0.028 in the same dimensionless quantity.

For a diagonal velocity that depends on one coordinate, the naive energies are right. An off-diagonal element can spoil them. Take \(\hbar=1\), unit diagonal velocities, period \(2\pi\) in \(x\), no dependence on \(y\), and \(v_{yx}=g(x)=\eta\cos2x\). No weight function can rescue the naive operator here. The condition \(\partial_j(\rho v_{ij})=0\) reads \(\partial_x\rho=0\) for \(i=x\) and \(\partial_x(\rho g)+\partial_y\rho=0\) for \(i=y\). The first makes \(\rho\) a function of \(y\) alone, and the second then demands \(\partial_y\ln\rho=-g'(x)\), which depends on \(x\).

The naive operator is \(\sigma_xp+g\sigma_yp\), with \(p=-i\,d/dx\). For \(\eta=0\) the energy 1 belongs to two states:

\[
|+\rangle=\frac{e^{ix}}{\sqrt{4\pi}}\begin{pmatrix}1\\1\end{pmatrix},\qquad
|-\rangle=\frac{e^{-ix}}{\sqrt{4\pi}}\begin{pmatrix}1\\-1\end{pmatrix}.
\]

The diagonal elements of \(g\sigma_yp\) vanish because \(\cos2x\) averages to zero. For the others, the spinors give \(-i\) for the element of \(\sigma_y\) from \(|+\rangle\) to \(|-\rangle\) and \(+i\) for the reverse. The cosine contributes \(\tfrac12\) in both directions, and \(p\) acts on the initial state, giving \(+1\) or \(-1\):

\[
\langle-|g\sigma_yp|+\rangle=\tfrac{\eta}{2}(-i)(+1)=-\tfrac{i\eta}{2},\qquad
\langle+|g\sigma_yp|-\rangle=\tfrac{\eta}{2}(+i)(-1)=-\tfrac{i\eta}{2}.
\]

A Hermitian matrix would have conjugate elements here. These are equal and imaginary, and the energies are \(1\pm i\eta/2\) to first order. One state grows exponentially in time and the other decays. Symmetrization replaces \(p\) by the mean of the initial and final momenta, \(\tfrac12(1-1)=0\), and the first-order splitting disappears.

The symmetrized level follows in closed form from (12). The complex velocity is \(w=1-ig=|w|e^{-i\varphi}\) with \(|w|=\sqrt{1+g^2}\) and \(\varphi=\arctan g\). The choice \(\alpha=\varphi/2\) makes it real, and \(\alpha\) is periodic, so the boundary condition is unaffected. For a spinor with \(\sigma_x=+1\),

\[
-i\left(|w|\psi'+\tfrac12|w|'\psi\right)=E\psi .
\]

With \(\psi=|w|^{-1/2}f\) the derivative of the prefactor cancels the gradient term and leaves \(|w|f'=iEf\). Periodicity of \(f=\exp(iE\int dx/|w|)\) then gives

\[
E_n=\frac{2\pi n}{\oint dx/\sqrt{1+g^2}} .
\tag{14}
\]

For \(\eta=0.2\), diagonalization in a Fourier basis gave the naive pair \(1.0074\pm0.0998\,i\), close to the first-order imaginary part of 0.1. The symmetrized operator gave the real level 1.00987768, and (14) gives the same digits.

A case with atoms and units is a graphene superlattice whose strain varies along the zigzag direction \(x\), with displacement \(u_x(x)\) and the width clamped. Vertical bonds keep the hopping \(t\). The two slanted bonds have the common hopping

\[
t_2=t\exp\left[-\beta\left(\sqrt{\tfrac34(1+\varepsilon)^2+\tfrac14}-1\right)\right],\qquad \varepsilon=\frac{du_x}{dx},
\tag{15}
\]

because strain is taken to move both sublattices with the same smooth displacement and so stretches only the horizontal component of these bonds; \(\beta\) measures how fast hopping decays with bond length. Consider waves that are uniform along \(y\), and let \(b=\sqrt3a/2\) be the spacing of atomic columns. For total wave number \(k\) along \(x\),

\[
h=-(t+2t_2\cos kb),\qquad \cos k_Db=-\frac{t}{2t_2},
\]

where \(k_D=K_x+q_{Dx}\). The derivative at this point gives the velocity:

\[
\hbar v=2bt_2\sin k_Db=2bt_2\sqrt{1-\frac{t^2}{4t_2^2}}=b\sqrt{4t_2^2-t^2}.
\tag{16}
\]

The shift \(\mathbf q_D\) points along \(x\) and depends on \(x\) alone. It has no curl, so there is no pseudomagnetic field, and a phase factor absorbs it.

For small strain, (15) gives \(\delta t_2/t=-\tfrac34\beta\varepsilon\), and (16) gives \(\delta v/v=\tfrac43\,\delta t_2/t=-\beta\varepsilon\). An expansion about the unshifted \(\mathbf K\) would use \(\sin(2\pi/3)\) at every strain. Its velocity would be proportional to \(t_2\) and would change by only \(-\tfrac34\beta\varepsilon\). The missing quarter arises because the Dirac point moves along a curved band. In that expansion it is hidden in a second-derivative term.

Let \(\varepsilon=\varepsilon_0\sin^2(\pi x/L)\) with \(\varepsilon_0=5\) %, so that the strain rises from zero to 5 % and returns over a period of 800 columns, whose unstrained length is \(L=98.4\) nm. The rough parameters are \(a=0.142\) nm, \(t=2.7\) eV and \(\beta=3\). Then \(b=0.1230\) nm, and (15) gives \(t_2=2.411\) eV at the peak. From (16),

\[
\hbar v_0=\tfrac32ta=0.575\ \text{eV nm},
\]
\[
\hbar v_{5\%}=0.1230\sqrt{4(2.411)^2-(2.7)^2}=0.491\ \text{eV nm}.
\]

These are \(8.7\times10^5\) and \(7.5\times10^5\) m/s, a ratio of 0.854. By (13) the laboratory velocity carries a factor \(1+\varepsilon\), which makes the ratio 0.897. The gradient term \(\tfrac12\hbar|dv/dx|\) is at most 1.3 meV. This value, and the level positions, spacing and mean potential given below, belong to this profile; the velocity ratio depends only on the peak strain.

For the branch with equal amplitudes on the two sublattices, the steps that led to (14) give the full atomic amplitude

\[
\psi\propto v^{-1/2}\exp\left[i\int^x\left(k_D+\frac{E}{\hbar v}\right)dx'\right].
\tag{17}
\]

The density is proportional to \(1/v\), so the current \(v|\psi|^2\) is uniform. The naive operator gives the same phase with a constant amplitude. If the wave gains a Bloch phase \(\theta\) over one period, the energies are

\[
E_n=\frac{2\pi n+\theta-\Phi}{\mathcal T},\qquad
\Phi=\oint k_D\,dx,\qquad \mathcal T=\oint\frac{dx}{\hbar v}.
\tag{18}
\]

The lattice problem itself is a chain. For waves uniform along \(y\), each column couples to itself with \(-t\) and to the next column with \(-t_2\) taken midway between them. Diagonalization of this chain for \(\theta=\pi/2\) gave a level at 6.054 meV, where (18) gives 6.057 meV. Levels of the same valley and branch are \(2\pi/\mathcal T=33.9\) meV apart; the other valley and the branch with opposite sublattice amplitudes add levels in between. The small difference between 6.054 and 6.057 meV is band curvature. At finite energy the condition \(h=E\) replaces \(t\) by \(t+E\) in \(\cos kb\), and expansion of \(k\) to second order in \(E\) lowers the level by about \(\tfrac12E^2t/(4t_2^2-t^2)\). This is 0.002 to 0.003 meV for the hoppings present.

The level does not test the gradient term, since the naive operator shares it. The density does. Between the most strained and the unstrained column the chain gave a density ratio of 1.1708, and (17) predicts \(v_0/v_{5\%}=1.1705\). These are densities per atomic column, as material coordinates imply. Per unit length in the laboratory, where the strained columns lie 5 % farther apart, the ratio is 1.115. Over the whole period the \(1/v\) law was within 0.014 % of the lattice density, relative to the law, while the density departed from uniformity by up to 8.1 % of its mean. The velocity taken at the unshifted \(\mathbf K\) would give \(1/0.893=1.12\), which the lattice also rules out.

A term of 1.3 meV can change the density by 17 % because its effect accumulates. In the equation for the envelope it contributes \(-v'/(2v)\) to the logarithmic derivative of the amplitude. Its integral is \(-\tfrac12\ln v\), which depends on the end points and not on how slowly the velocity changes between them. A smoother strain makes the term smaller and the path longer, and the density ratio stays the same.

The same numbers settle the fate of the packet. A packet with an rms width of 4 nm starts at zero strain and reaches the strain maximum, 49 nm away in material coordinates, after 61 fs. In the naive equation each value of the amplitude is carried along unchanged at the local speed. Two nearby points of the packet pass any given place with a fixed time delay, so their separation scales as \(v\), and the norm scales by \(v_{5\%}/v_0=0.854\) for a very short packet. The computed naive norm was 0.858. It lies slightly closer to one because points away from the centre start where \(v\) is below its maximum and end where it is above its minimum. With the gradient term the norm stayed at 1.000000.

The model's parameters are typical of graphene, for which the velocity is roughly \(10^6\) m/s. A strain of 5 % is large for a supported sheet, though far below the roughly 30 % at which \(t=2t_2\) and the two Dirac points merge in this model. At 1 % the density contrast per column would be near \(\beta\varepsilon=3\) %. The result depends on the rough value of \(\beta\): at 5 % strain the velocity ratio is 0.902 for \(\beta=2\) and 0.831 for \(\beta=3.5\), so the density contrast ranges from 1.11 to 1.20. A sheet free to contract sideways, with a rough Poisson ratio of 0.17, would have a ratio of 0.852 in place of 0.854 under uniform strain. A larger uncertainty comes from the relative position of the sublattices, which can shift against each other along \(y\) in a strained sheet. A shift of only 0.8 % of the bond length would change the ratio to about 0.88 if it lengthens the vertical bonds, or to about 0.83 if it shortens them. A simple force model favours the first direction: with harmonic bond stretching and bond bending, fitted to the same Poisson ratio, the clamped sheet at 5 % strain lengthens its vertical bonds by about 0.7 % of the bond length, which lowers the density contrast from 1.17 to about 1.14. A quantitative prediction for a real sheet therefore needs relaxed atomic positions.

The model also assumes that strain produces no scalar potential, which need not hold in a real sheet. With a rough, unscreened deformation potential of 3 eV times the strain, the potential reaches 150 meV, several level spacings. For waves uniform along \(y\) it shifts the levels of (18) together, by the mean potential weighted with \(1/v\), which is 78 meV here. Three levels of the chain near this energy agreed with the shifted formula within 0.3 meV. The density law also survives approximately. For a level near the mean potential, the chain with this potential added departed from \(1/v\) by at most 1.1 %; neighbouring levels and the opposite sign of the potential give 1.05 to 1.3 %. The levels are discrete only at fixed \(\theta\), as for one period closed on itself. In an extended superlattice \(\theta\) takes all values, and for waves uniform along \(y\) the levels fill a continuum with no appreciable gap. Thermal energy at 300 K is 26 meV, comparable with the level spacing, so even at fixed \(\theta\) a thermally averaged measurement would not resolve individual levels. The local velocity at that energy differs from its Dirac-point value by only 0.4 % at the strain peak.

The neglected second derivative of the hopping enters (7) as \(\tfrac18(\boldsymbol\delta_n\cdot\nabla)^2t_n\). For the two slanted bonds together this is at most \(\tfrac14b^2|t_2''|\), or 0.002 meV here. The estimate grows as the inverse square of the strain period, whereas the gradient term grows only as its inverse. For strain that changes over a few bond lengths the expansion fails, and the two valleys can mix as well. Disorder, electron–electron interaction and out-of-plane corrugation are outside the model. Disorder matters for the superlattice levels in particular, which presuppose coherent motion over a full period. The remaining computed values are in the numerical output.

## Numbers as computed

```
Adjoint mismatch, naive operator: 45.1366 (dimensionless)
  predicted from div v: 45.1366
  with half gradient: 1.2e-14; full gradient: 45.1366
2D lattice residual, a=0.02: with term 0.01891, naive 0.67273
2D lattice residual, a=0.01: with term 0.00945, naive 0.66999
2D lattice residual, a=0.005: with term 0.00472, naive 0.66864
Lab-frame identity error: 1.3e-141; naive: 0.0277
Off-diagonal velocity amplitude eta: 0.2
  naive level: 1.00741 +/- 0.09982 i (v=hbar=1)
  first-order imaginary part eta/2: 0.10000
  symmetrized level: 1.00987768; formula 1.00987768
Diagonal v(x): naive minus symmetrized levels, max 2.3e-14
Bond length a: 0.142 nm; hopping t: 2.7 eV; decay beta: 3.0
Peak strain: 5.0 %; columns: 800; period L: 98.38 nm
Column spacing: 0.12298 nm; strained-bond hopping: 2.4111 eV
hbar v unstrained: 0.5751 eV nm; at peak strain: 0.4913 eV nm
v unstrained: 8.737e+05 m/s
v at peak strain: 7.465e+05 m/s
Velocity ratio, material frame: 0.8543
Velocity ratio, laboratory frame: 0.8971
Velocity ratio from expansion at unshifted K: 0.8930
d(v/v0)/d(eps) at 0: local Dirac point -3.000, K -2.250
Largest gradient term hbar|dv/dx|/2: 1.337 meV
Level spacing: 33.930 meV; Bloch phase: 1.5708 rad
Level nearest zero: lattice 6.0539, formula 6.0566 meV
Density ratio strained/unstrained, lattice: 1.1708
  formula v0/v: 1.1705; naive operator: 1 (uniform density)
Max density error: 1/v law 0.014 %, uniform 8.14 %
Packet width (rms): 4.0 nm; transit time over L/2: 60.9 fs
Packet norm after L/2: naive 0.8581, symmetrized 1.000000
Neglected second-gradient term: 0.00234 meV
kT at 300 K: 25.85 meV; velocity change at kT: 0.44 %
Deformation potential (rough): 3.0 eV; peak 150 meV
  max density error of 1/v law with it: 1.10 %
Velocity ratio with Poisson ratio 0.17 (rough): 0.8518
Velocity ratio for beta=2.0: 0.9018; beta=3.5: 0.8310
Strain at which Dirac points merge (this model): 29.9 %
```
